\section*{Why Compensation Can Double the Poole–Frenkel Slope}

\section{Result and model}

Consider a uniform insulator that contains donors and electron traps. Its Poole--Frenkel plot shows $\ln(J/F)$ against $\sqrt F$, where $J$ is the current density and $F$ the magnitude of the electric force on an electron. In Hartree atomic units the slope of this plot is
\begin{equation}
\frac{d\ln(J/F)}{d\sqrt F}=s\,\frac{\beta}{kT},
\qquad \beta=\frac{2}{\sqrt{\varepsilon}},
\label{eq:slope}
\end{equation}
where $\varepsilon$ is the relative permittivity and
\begin{equation}
s=\frac{1-p}{(1-p)+\varphi},
\qquad
\varphi=\frac{n+n_t(1-f)}{n+n_t}.
\label{eq:s}
\end{equation}
Here $n$ is the density of free electrons, $n_t$ the density of trapped electrons, $p$ the ionized fraction of the donors and $f$ the filled fraction of the traps. When few donors are ionized, $s$ runs from $1/2$ without traps towards $1$ when filled traps hold most of the electrons released by the donors. This is the factor of two. It is conditional: near donor exhaustion, or when deep traps outnumber donors, $s$ can fall far below $1/2$.

A donor, of density $N_d$ and depth $E_d$ below the band edge, is neutral when occupied and positive when empty. A trap, of density $N_t$ and depth $E_t$, is neutral when empty and negative when filled. An electron leaving a donor is attracted back by a positive charge. An electron leaving a trap leaves a neutral centre behind, so the field does not lower a Coulomb barrier for it.

The mobility, the capture coefficients and the emission prefactors are taken as independent of field. Free electrons are nondegenerate, and tunnelling is neglected.

\section{Lowering of the donor barrier}

Let $r$ be the distance from an ionized donor in the direction of the force. The potential energy of the escaping electron is
\begin{equation}
U(r)=-\frac{1}{\varepsilon r}-Fr .
\label{eq:potential}
\end{equation}
Its derivative, $1/(\varepsilon r^2)-F$, vanishes at
\begin{equation}
r_m=\frac{1}{\sqrt{\varepsilon F}} .
\label{eq:rm}
\end{equation}
The second derivative, $-2/(\varepsilon r^3)$, is negative, so this point is a maximum. The two terms of $U$ are equal there:
\begin{equation}
U(r_m)=-\sqrt{\frac{F}{\varepsilon}}-\sqrt{\frac{F}{\varepsilon}}
=-\beta\sqrt F .
\label{eq:lowering}
\end{equation}
Without a field the electron must reach $U=0$. The field therefore lowers the barrier from $E_d$ to $E_d-\beta\sqrt F$. Escape in other directions meets a higher barrier and is left out. The model of emission is thus one-dimensional. An average over directions would weaken the field dependence of the emission rate, but would not alter \eqref{eq:s}, which describes how the free density responds to that rate. The picture also requires that $r_m$ be smaller than the distance at which neighbouring wells overlap, and that the remaining barrier be much larger than $kT$.

\section{Emission, capture and neutrality}

Let $e$ be the emission rate of an occupied donor, $c$ the capture coefficient of an ionized one, and $N_d^+=pN_d$ the density of ionized donors. In the steady state emission balances capture:
\begin{equation}
e\,(N_d-N_d^+)=c\,n\,N_d^+ .
\label{eq:balance}
\end{equation}
With $K=e/c$, which has the dimension of a density, this gives $KN_d=(n+K)N_d^+$, or
\begin{equation}
N_d^+=\frac{N_dK}{n+K},\qquad
p=\frac{K}{n+K},\qquad
1-p=\frac{n}{n+K}.
\label{eq:donors}
\end{equation}

The zero-field value $K_0$ follows from equilibrium. For unit effective mass the density of band states, both spins included, is $\sqrt{2E}/\pi^2$. With chemical potential $\mu$ measured from the band edge, Boltzmann statistics give $n=N_ce^{\mu/kT}$, where
\begin{equation}
N_c=\frac{\sqrt2}{\pi^2}\int_0^\infty\!\sqrt E\,e^{-E/kT}dE
=\frac{\sqrt2}{\pi^2}\,\frac{\sqrt\pi}{2}(kT)^{3/2}
=2\left(\frac{kT}{2\pi}\right)^{3/2}.
\label{eq:nc}
\end{equation}
An empty donor has statistical weight $1$. An occupied donor has two spin states, of total weight $2e^{(\mu+E_d)/kT}$; double occupation is excluded. Equation~\eqref{eq:balance} then gives
\begin{equation}
K_0=n\,\frac{N_d^+}{N_d-N_d^+}
=\frac{N_ce^{\mu/kT}}{2e^{(\mu+E_d)/kT}}
=\frac{N_c}{2}e^{-E_d/kT}.
\label{eq:k0}
\end{equation}
In a field the emission rate is multiplied by $\exp(\beta\sqrt F/kT)$ while $c$ stays fixed, so
\begin{equation}
K=K_0\exp\!\left(\frac{\beta\sqrt F}{kT}\right).
\label{eq:k}
\end{equation}

The same balance for the traps, with their own constant $K_t$, reads $K_tn_t=n(N_t-n_t)$. Hence
\begin{equation}
n_t=N_tf,\qquad f=\frac{n}{n+K_t},\qquad
K_t=\frac{N_c}{2}e^{-E_t/kT}.
\label{eq:traps}
\end{equation}
The state counting is as before, with one empty state and two occupied ones. $K_t$ does not depend on $F$, because emission from a trap has no Coulomb lowering.

Every electron that has left a donor is either free or trapped. Neutrality is therefore
\begin{equation}
n+\frac{N_tn}{n+K_t}=\frac{N_dK}{n+K}.
\label{eq:neutrality}
\end{equation}
As $n$ increases from zero, the left side rises from zero without limit and the right side falls from $N_d$ towards zero. There is thus one positive solution.

\section{The slope factor}

A change of field changes $K$, and $n$ must respond so that \eqref{eq:neutrality} still holds. From \eqref{eq:traps},
\begin{equation}
dn_t=\frac{N_tK_t}{(n+K_t)^2}\,dn
=n_t(1-f)\,d\ln n ,
\label{eq:dnt}
\end{equation}
since $1-f=K_t/(n+K_t)$. From the logarithm of $N_d^+$ in \eqref{eq:donors},
\begin{align}
d\ln N_d^+
&=d\ln K-\frac{n\,d\ln n+K\,d\ln K}{n+K}\nonumber\\
&=(1-p)\left(d\ln K-d\ln n\right).
\label{eq:dnd}
\end{align}
Equating the changes of the two sides of \eqref{eq:neutrality} gives
\begin{equation}
\left[n+n_t(1-f)\right]d\ln n
=N_d^+(1-p)\left(d\ln K-d\ln n\right).
\label{eq:differential}
\end{equation}
Divide by $N_d^+=n+n_t$ and collect the terms in $d\ln n$:
\begin{equation}
\left[\varphi+(1-p)\right]d\ln n=(1-p)\,d\ln K .
\label{eq:response}
\end{equation}
The ratio $s=d\ln n/d\ln K$ is \eqref{eq:s}. The current density is $J=n\mu_eF$ in magnitude, with $\mu_e$ the mobility. Therefore $\ln(J/F)=\ln n+\text{constant}$. Since \eqref{eq:k} gives $d\ln K/d\sqrt F=\beta/kT$, equation \eqref{eq:slope} follows.

The quantity $\varphi$ is positive and no greater than $1$, because $0<1-f<1$. As $s$ decreases with $\varphi$,
\begin{equation}
\frac{1-p}{2-p}\le s<1 .
\label{eq:bounds}
\end{equation}
The lower bound is reached without traps, where $\varphi=1$. It tends to $1/2$ as $p\to0$, but to zero as $p\to1$.

\section{The two limiting slopes}

\subsection{No compensation}

For $N_t=0$, equation \eqref{eq:neutrality} becomes $n^2=K(N_d-n)$. If $K\ll N_d$, then $n\ll N_d$ and
\begin{equation}
n\simeq\sqrt{KN_d},\qquad s\simeq\frac12 .
\label{eq:half}
\end{equation}
Emission is proportional to $K$. Capture is proportional to the number of electrons times the number of empty donors, and these two numbers are equal. The steady state balances $K$ against $n^2$, and the square root halves the exponent.

\subsection{Filled compensating traps}

Let the traps be deep enough to be full, $n_t=N_t$, with $N_t<N_d$. Multiplying $n+N_t=N_dK/(n+K)$ by $n+K$ gives
\begin{equation}
n^2+(N_t+K)n-K(N_d-N_t)=0 .
\label{eq:quadratic}
\end{equation}
When $n\ll N_t(1-N_t/N_d)$, the density of ionized donors is pinned near $N_t$. Equation \eqref{eq:balance} then reads $K(N_d-N_t)\simeq nN_t$, so
\begin{equation}
n\simeq K\,\frac{N_d-N_t}{N_t},\qquad s\simeq1 .
\label{eq:full}
\end{equation}
An emitted electron now meets a nearly fixed number of empty donors. Capture is linear in $n$, and the full exponent survives.

The traps must be full in a sufficiently strict sense. For $K_t\ll n\ll N_t$, equation \eqref{eq:s} gives $\varphi\simeq n/N_t+K_t/n$. The full slope requires both terms to be small compared with $1-p\simeq1-N_t/N_d$.

\subsection{Crossover within one sample}

For full traps and $p\ll1$, $\varphi=n/(n+N_t)$ and
\begin{equation}
s\simeq\frac{1}{1+\varphi}=\frac{n+N_t}{2n+N_t}.
\label{eq:crossover}
\end{equation}
This equals $2/3$ at $n=N_t$. Its derivative with respect to $n$ is $-N_t/(2n+N_t)^2$, which is negative, and $n$ grows with field because $s>0$. A weakly compensated sample, with full traps and $N_t\ll N_d$, thus bends from the full slope towards the half slope as the field rises. If $N_t$ is comparable with $N_d$, $s$ stays near $1$ and then falls through $1/2$ without a plateau as the donors are exhausted. If the traps are not yet full, the term $K_t/n$ in $\varphi$ shrinks with field and $s$ can first rise.

\section{Traps that do not give the full slope}

If the traps are shallow, so that $n\ll K_t$, then $f\ll1$ and $n_t\simeq(N_t/K_t)n$. For $p\ll1$ neutrality becomes
\begin{equation}
n\left(1+\frac{N_t}{K_t}\right)\simeq\frac{N_dK}{n},
\qquad
n\simeq\sqrt{\frac{KN_d}{1+N_t/K_t}} .
\label{eq:shallow}
\end{equation}
The traps reduce the current but leave $s\simeq1/2$. The trapped density still grows in proportion to $n$, so the number of ionized donors is not pinned. Compensation requires filled traps; their presence alone is not enough.

If deep traps outnumber donors, nearly all donors lose their electrons and $n_t\simeq N_d$. Then $f\simeq N_d/N_t$, and inverting \eqref{eq:traps} gives
\begin{equation}
n=K_t\frac{f}{1-f}\simeq\frac{K_tN_d}{N_t-N_d}.
\label{eq:excess}
\end{equation}
The donor constant $K$ has dropped out, and with it the Poole--Frenkel field dependence. This requires $n$ to be small compared with both $K(1-N_d/N_t)$ and $N_d(1-N_d/N_t)$, so the traps must be deep enough and their excess not too slight.

At the boundary $N_t=N_d$, moving the trapped density in \eqref{eq:neutrality} to the right gives
\begin{equation}
n=N_d\,\frac{KK_t-n^2}{(n+K)(n+K_t)} .
\label{eq:equal}
\end{equation}
Since $n>0$, the numerator is positive and $n<\sqrt{KK_t}$. Multiplying out and collecting the terms in $n^2$ gives
\begin{equation}
n^2\left(1+\frac{n+K+K_t}{N_d}\right)=KK_t\left(1-\frac{n}{N_d}\right).
\label{eq:equalexpanded}
\end{equation}
For $K,K_t\ll N_d$ the bound on $n$ makes $n\ll N_d$ as well. Both brackets are then close to $1$, so $n\simeq\sqrt{KK_t}$ and the slope factor is again $1/2$. In general, $N_t\ge N_d$ gives $p=(n+fN_t)/N_d>f$, so $1-p<1-f\le\varphi$ and $s<1/2$. The full slope therefore needs an excess of donors as well as filled traps.

\section{Numerical example}

Take $\varepsilon=9$, $kT=0.001$ hartree (316~K), $E_d=0.015$ hartree and $N_d=10^{-7}$ bohr$^{-3}$. These are round model parameters, not those of a named material. The field range is $\sqrt F=0.005$ to $0.010$ atomic units, or $1.29\times10^7$ to $5.14\times10^7$ V/m.

From \eqref{eq:slope}, $\beta=2/3$, and the full slope is $0.6667/0.001=666.7$ atomic units, or $9.30\times10^{-4}$ (m/V)$^{1/2}$. The lowering at the upper field is $0.6667\times0.010=0.00667$ hartree. This leaves a barrier of $0.00833$ hartree, about $8kT$. The barrier maximum lies at 67 bohr at the lower field and 33 bohr at the upper one. Half of $N_d^{-1/3}$ is 108 bohr, but donors placed at random have a mean nearest-neighbour distance of only $0.554N_d^{-1/3}=119$ bohr, half of which is 60 bohr. Only ionized donors form Coulomb wells, but filled traps are charged as well. With $5\times10^{-8}$ bohr$^{-3}$ of each, placed at random and unscreened, the lowering at the lower field scatters by about $\pm0.6kT$ around a median close to the ideal value. Separate wells are thus an assumption of the example, weakest at the lower field and in the sample with the most ionized donors.

Equation \eqref{eq:k0} gives $K_0=6.14\times10^{-13}$ bohr$^{-3}$. At the lower field,
\begin{equation}
K=6.14\times10^{-13}\,e^{3.333}
=1.72\times10^{-11}\ \text{bohr}^{-3},
\label{eq:knumber}
\end{equation}
and at the upper field $K=4.83\times10^{-10}$ bohr$^{-3}$. Without traps, \eqref{eq:half} predicts $n=1.312\times10^{-9}$ bohr$^{-3}$ at the lower field; the solution of \eqref{eq:neutrality} is $1.304\times10^{-9}$. With $N_t=5\times10^{-8}$ bohr$^{-3}$ of deep traps, \eqref{eq:full} has the factor $(N_d-N_t)/N_t=1$ and predicts $n=K=1.72\times10^{-11}$ bohr$^{-3}$, in agreement with the solution to the digits shown.

The ends of the field range already give the two slopes:
\begin{align}
\text{no traps:}\quad
&\frac{\ln(6.710\times10^{-9}/1.304\times10^{-9})}{0.005}\simeq328,
\label{eq:slopeone}\\
\text{many deep traps:}\quad
&\frac{\ln(4.736\times10^{-10}/1.721\times10^{-11})}{0.005}\simeq663 .
\label{eq:slopetwo}
\end{align}
Straight-line fits over the whole range agree with these values. The table lists $s$ at the two ends and the fitted slope divided by $\beta/kT$. Deep traps have $E_t=0.030$ hartree and shallow ones $0.005$ hartree.

\begin{center}
\begin{tabular}{lcccc}
Traps & $N_t$ (bohr$^{-3}$) & $s$, low $F$ & $s$, high $F$ & fit\\
none & $0$ & 0.497 & 0.483 & 0.492\\
few deep & $3\times10^{-9}$ & 0.875 & 0.589 & 0.721\\
many deep & $5\times10^{-8}$ & 0.999 & 0.981 & 0.995\\
many shallow & $5\times10^{-8}$ & 0.502 & 0.505 & 0.503
\end{tabular}
\end{center}

The ratio of the third fitted slope to the first is 2.02, slightly more than two. Without traps, $p$ reaches 0.067 at the upper field, and the lower bound in \eqref{eq:bounds} becomes $0.933/1.933=0.483$. Partial exhaustion of the donors thus takes the smaller slope below one half.

The sample with few deep traps shows the crossover of \eqref{eq:crossover}. Its free density rises from $0.16N_t$ to $1.8N_t$, and a single straight line gives an intermediate slope that belongs to neither limit.

The shallow traps are as numerous as the many deep ones, yet the slope is near one half. By \eqref{eq:s}, $s$ exceeds $1/2$ when $\varphi<1-p$. At the upper field $f=0.194$, so $n_t=9.68\times10^{-9}$ bohr$^{-3}$. With $n=3.25\times10^{-9}$ bohr$^{-3}$ this gives $\varphi=0.855$, against $1-p=0.871$. Partial trap filling and donor depletion nearly cancel in the slope.

With $N_t=2\times10^{-7}$ bohr$^{-3}$ of deep traps, twice the donor density, $n=1.88\times10^{-19}$ bohr$^{-3}$ at both fields. At the lower field $1-p\simeq n/K\simeq1.1\times10^{-8}$ and $\varphi\simeq1-f=0.5$, so $s\simeq2\times10^{-8}$. The slope is negligible, as \eqref{eq:excess} requires.

As a separate test of the steady state, the emission and capture equations were integrated in time for the four samples in the table, starting from neutral centres. The final free densities agreed with the solutions of \eqref{eq:neutrality} to within a relative difference of $10^{-5}$. Further values are in the numerical output.

\section{Reading a measured slope}

Suppose a measured slope $m=s\beta/kT$ is interpreted with $s=1$. The permittivity inferred from $m=2/(\sqrt{\varepsilon_{\rm app}}\,kT)$ is
\begin{equation}
\varepsilon_{\rm app}=\left(\frac{2}{mkT}\right)^2
=\frac{\varepsilon}{s^2}.
\label{eq:apparent}
\end{equation}
A half slope makes it four times too large. In the example the true value is 9, while the fits give 37 without traps, 17 with few deep traps and 9.1 with many. These numbers hold within the model. In a real insulator, escape in other directions lowers the slope and tunnelling can raise it, so knowing $s$ is not enough to fix the permittivity accurately. Over the field range of the example, averaging the emission over directions, with lowering $\beta\sqrt{F\cos\theta}$ in the forward half and none in the backward half, reduces $d\ln K/d\sqrt F$ to about $0.82\,\beta/kT$, which alone gives $\varepsilon_{\rm app}\simeq13$ at $s=1$. A semiclassical estimate of tunnelling near the top of the barrier raises the slope by about 6\% for unit mass and by about 16\% for a mass of $0.4$.

The coefficient $\beta/(2kT)$ of the half slope also occurs in Schottky emission from a contact. At distance $x$ from a metal the image potential and the field give $-1/(4\varepsilon x)-Fx$. The maximum is at $x=1/(2\sqrt{\varepsilon F})$, where each term equals $-\tfrac12\sqrt{F/\varepsilon}$. The lowering is
\begin{equation}
\sqrt{\frac{F}{\varepsilon}}=\frac{\beta}{2}\sqrt F .
\label{eq:schottky}
\end{equation}
For the same permittivity, the coefficient of $\sqrt F$ in the exponent is that of uncompensated Poole--Frenkel conduction. The factor in front of the exponential differs, however. If electrons cross the barrier without scattering, Schottky emission at fixed temperature gives a straight line for $\ln J$, not for $\ln(J/F)$. Since $\ln F=2\ln\sqrt F$, its slope on a Poole--Frenkel plot is $\beta/(2kT)-2/\sqrt F$, which in the example runs from $-67$ to $133$ atomic units instead of staying near 333. The two mechanisms can be confused if the coefficient is quoted without saying which plot it came from. If the mean free path is short compared with the barrier width, as in a low-mobility insulator, the emission is limited by diffusion and $J\propto1/\int_0^\infty e^{U(x)/kT}dx$, with $U$ the image and field potential above. Its slope on a Poole--Frenkel plot then runs from $262$ to $292$ atomic units in the example, close to the trap-free value, and the shape of the plot hardly separates the two mechanisms.

Finally, neutrality needs a thick sample. Gauss's law gives $|dF/dx|=4\pi|\rho|/\varepsilon$ for a net charge density $\rho$. A change of the field comparable with $F$ over a length $L$ corresponds to $|\rho|\sim\varepsilon F/(4\pi L)$. This is small compared with $N_d^+$ if
\begin{equation}
L\gg\frac{\varepsilon F}{4\pi N_d^+}.
\label{eq:thickness}
\end{equation}
For the four samples in the table, at the two ends of the field range, the right side is largest without traps at the lower field, where it is about $1.4\times10^4$ bohr, or $0.7$ micrometre. A trap-free film of that thickness or less needs a calculation with space charge and contacts, and \eqref{eq:s} cannot be assumed for it. The other samples have more ionized donors and smaller limits. The condition is an order-of-magnitude estimate that assumes $\varphi+1-p$ is of order one, as it is for these four samples. By \eqref{eq:differential}, the charge that changes $\ln n$ by one at fixed $K$ is $N_d^+(\varphi+1-p)$, which is much smaller than $N_d^+$ near full compensation. For $N_t=0.99N_d$ of deep traps at the lower field, the right side of \eqref{eq:thickness} is about 180 bohr, whereas a perturbation of the field at constant current decays over about $7\times10^3$ bohr.

\section*{Table of computed values}
\begin{verbatim}
relative permittivity = 9.0 (no unit)
kT = 0.0010 hartree; T = 315.8 K
donor depth = 0.0150 hartree
donor density = 1.000e-07 bohr^-3 = 6.748e+17 cm^-3
mean donor spacing Nd^(-1/3) = 215.4 bohr
Nc = 4.0157e-06 bohr^-3; K0 = 6.1420e-13 bohr^-3
beta = 0.66667 a.u.
full slope beta/kT = 666.67 a.u.
full slope = 9.2968e-04 (m/V)^(1/2)
low: sqrt(F) = 0.0050, F = 2.500e-05 a.u.
  F = 1.2856e+07 V/m
  lowering = 0.00333 hartree; r_m = 66.67 bohr
  K = 1.7217e-11 bohr^-3
high: sqrt(F) = 0.0100, F = 1.000e-04 a.u.
  F = 5.1422e+07 V/m
  lowering = 0.00667 hartree; r_m = 33.33 bohr
  K = 4.8262e-10 bohr^-3
square-root law, no traps, low F: n = 1.3121e-09 bohr^-3
linear law, many deep, low F: n = 1.7217e-11 bohr^-3
slope factor at n = Nt, full traps = 0.6667 (no unit)
pairs below: low F, high F; n in bohr^-3; p, f, s no unit
no traps: Nt = 0.00e+00 bohr^-3, depth = 0.030 hartree
  n = 1.3036e-09, 6.7100e-09
  p = 0.01304, 0.06710
  s = 0.49672, 0.48264
  fit = 327.92 a.u.; fit/full = 0.4919; apparent eps = 37.20
few deep: Nt = 3.00e-09 bohr^-3, depth = 0.030 hartree
  n = 4.7784e-10, 5.3189e-09
  p = 0.03478, 0.08319
  f = 1.00000, 1.00000
  s = 0.87539, 0.58914
  fit = 480.66 a.u.; fit/full = 0.7210; apparent eps = 17.31
many deep: Nt = 5.00e-08 bohr^-3, depth = 0.030 hartree
  n = 1.7205e-11, 4.7357e-10
  p = 0.50017, 0.50474
  f = 1.00000, 1.00000
  s = 0.99931, 0.98141
  fit = 663.49 a.u.; fit/full = 0.9952; apparent eps = 9.09
many shallow: Nt = 5.00e-08 bohr^-3, depth = 0.005 hartree
  n = 6.0747e-10, 3.2493e-09
  p = 0.02756, 0.12932
  f = 0.04297, 0.19366
  s = 0.50153, 0.50454
  fit = 335.37 a.u.; fit/full = 0.5031; apparent eps = 35.56
excess deep: Nt = 2.00e-07 bohr^-3, depth = 0.030 hartree
  n = 1.8789e-19, 1.8789e-19
  p = 1.00000, 1.00000
  f = 0.50000, 0.50000
  s = 0.00000, 0.00000
  fit = 0.00 a.u.; fit/full = 0.0000
fitted slope ratio, many deep/no traps = 2.0233 (no unit)
largest neutrality length, first four = 1.3735e+04 bohr
  = 0.7268 micrometre
\end{verbatim}
